# The 1s eigenvalue and empty levels of hydrogen in LSDA, part 1

(Sections cited here and not found follow in the second part.)

## Question

I ran a spin-polarised local density (LSDA) calculation on the hydrogen atom and got a total energy of $-0.479$ hartree, only about 4% above the exact $-0.5$. With one electron there is one orbital and one energy, so I assumed that the 1s Kohn–Sham eigenvalue would be about as good as the total energy, and that the empty levels of the same potential would be a slightly distorted Rydberg series $-1/(2k^2)$. Is that reasoning sound? If not, where does it break, what is the eigenvalue, and what do the empty levels look like?

## Answer

Neither assumption holds. The eigenvalue is $-0.269$ hartree, 46% above the exact value, and with the PW92 correlation used below the self-consistent potential in the occupied spin channel binds the 1s level and nothing else. The energy and the eigenvalue weigh the self-interaction terms with different factors, and whether the levels form an infinite series is decided by the far tail of the potential, where the density that weights the energy is exponentially small. All numbers come from the numerical check.

### Conventions

Hartree atomic units, a fixed point nucleus, no relativity. The electron has spin up and occupies an s orbital with radial function $u(r)$, $\int_0^\infty u^2\,dr=1$. An occupation number $f$ is kept for later use, with $f=1$ for the atom, so the density is $n=fu^2/(4\pi r^2)$. The energy is

$$E=T+V+U+E_x+E_c,\qquad T=f\!\int\!\tfrac12 u'^2dr,\qquad V=-f\!\int\!\frac{u^2}{r}dr,$$

$$U=\tfrac12\!\int\! n\,v_H\,d^3r,\qquad v_H(\mathbf r)=\int\!\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad E_{x,c}=\int\! n\,e_{x,c}(n)\,d^3r .$$

LSDA is defined by taking $e_x$ and $e_c$ from the uniform gas. For the fully polarised gas $e_x=-3k_F/4\pi$ with $k_F=(6\pi^2n)^{1/3}$, that is $e_x=-\tfrac34(6n/\pi)^{1/3}$. For correlation the PW92 form at full polarisation is used, written with $r_s=(3/4\pi n)^{1/3}$:

$$e_c=-2A(1+\alpha_1r_s)\ln\!\Big(1+\frac1Q\Big),\qquad Q=2A\big(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2\big).$$

The parameters stand in the program, which tests the functional and its derivative against libxc.

The spin-up potentials are derivatives with respect to the up density at zero down density, so the polarisation stays complete and $v_{x,c}=d(ne_{x,c})/dn$. Since $ne_x\propto n^{4/3}$, $v_x=\tfrac43e_x=-(6n/\pi)^{1/3}$. Since $r_s\propto n^{-1/3}$, $n\,dr_s/dn=-r_s/3$, and $v_c=e_c-\tfrac{r_s}{3}\,de_c/dr_s$.

A variation $\delta u$ gives $\delta n\,4\pi r^2=2fu\,\delta u$. An integration by parts turns $\delta T$ into $-f\int u''\delta u\,dr$, and $\delta U=\int v_H\,\delta n\,d^3r$ because the two densities in $U$ contribute equally and cancel the $\tfrac12$. Hence $\delta E=2f\int(hu)\,\delta u\,dr$, and stationarity under the normalisation constraint is

$$hu\equiv-\tfrac12u''+v\,u=\varepsilon u,\qquad v=-\frac1r+v_H+v_x+v_c .$$

### Why the exact functional has $\varepsilon=E$

One electron does not interact with itself, and its wave function is the orbital $\sqrt n$, so $T+V$ is already the whole energy. The exact functional therefore has $U+E_{xc}=0$ for every density that holds one electron. Varying this identity at fixed electron number gives $v_H+v_{xc}=\text{const}$, and the constant is zero if potentials vanish at infinity. Then $v=-1/r$ and $\varepsilon=E=-\tfrac12$. This derivation needs the cancellation to hold for all one-electron densities near the ground state, so that it can be differentiated. The bare equality $\varepsilon=E$ can also arise by accident, for example with local exchange scaled up until $E_x=-3U$, but then both values lie far below $-\tfrac12$. A near cancellation at a single density says nothing about the derivative.

### The gap between $\varepsilon$ and $E$

At $f=1$, multiply the Kohn–Sham equation by $u$ and integrate. The kinetic and nuclear terms give $T+V$. The Hartree term gives $\int nv_H\,d^3r=2U$ by the definition of $U$, and exchange gives $\int nv_x\,d^3r=\tfrac43E_x$. So

$$\varepsilon=T+V+2U+\tfrac43E_x+\int\! nv_c\,d^3r,$$

and subtracting $E$,

$$\varepsilon-E=U+\tfrac13E_x+\Big(\int\! nv_c\,d^3r-E_c\Big).$$

The factors 2 and $\tfrac43$ are the degrees of homogeneity of $U$ and $E_x$ in $n$. In the exact case $v_{xc}=-v_H$ enters with the factor 2 as well, and the gap is $U+(-2U+U)=0$. With local exchange the mismatch survives even a perfect energy: if the coefficient of $n^{4/3}$ were adjusted so that $E_x=-U$ at the density in hand, and correlation dropped, the energy residue would vanish and the eigenvalue residue would be $2U-\tfrac43U=\tfrac23U$.

The size of the effect is available in closed form on the exact orbital $u_0=2re^{-r}$, $n_0=e^{-2r}/\pi$. For a spherical charge, shells inside $r$ act as a point charge and a shell at $r'>r$ contributes $1/r'$, so

$$v_H=\frac1r\Big(1-\int_r^\infty\! u^2dr'\Big)+\int_r^\infty\!\frac{u^2}{r'}dr' .$$

For $u_0$ the integrals are $e^{-2r}(1+2r+2r^2)$ and $e^{-2r}(1+2r)$. Collecting terms, $-(1/r+2+2r)+(1+2r)=-(1+1/r)$, so $v_H=1/r-e^{-2r}(1+1/r)$. With $\int_0^\infty r^me^{-ar}dr=m!/a^{m+1}$,

$$U=\tfrac12\Big[4\cdot\tfrac14-4\cdot\tfrac{2}{64}-4\cdot\tfrac1{16}\Big]=\tfrac12\Big[1-\tfrac18-\tfrac14\Big]=\tfrac5{16}.$$

For exchange, $\int n_0^{4/3}d^3r=\pi^{-4/3}\,4\pi\cdot 2\,(3/8)^3=\tfrac{27}{64}\pi^{-1/3}$, and

$$E_x=-\tfrac34\Big(\frac6\pi\Big)^{1/3}\tfrac{27}{64}\pi^{-1/3}=-\tfrac{81}{256}\,6^{1/3}\pi^{-2/3}=-0.26804 .$$

The energy residue is $U+E_x=0.31250-0.26804=0.04446$. The eigenvalue residue is $2U+\tfrac43E_x=0.6250-0.3574=0.2676$, six times larger. Quadrature gives $E_c=-0.02218$ and $\int nv_c\,d^3r=-0.02545$, so correlation halves the first residue and removes only a tenth of the second:

$$E[n_0]=-0.5+0.04446-0.02218=-0.47772,\qquad\langle u_0|h[n_0]|u_0\rangle=-0.5+0.26762-0.02545=-0.25783 .$$

### The self-consistent atom

The program solves the equation self-consistently on a radial grid and tests $E$ and $\varepsilon$ against an unrestricted calculation in a Gaussian basis. Both give $E=-0.47871$ and $\varepsilon=-0.26902$. The components add up as

$$E=0.46667-0.96565+0.29839-0.25642-0.02170=-0.47871,$$

$$\varepsilon-E=0.29839-0.08547-0.00322=0.2097,\qquad\varepsilon=-0.4787+0.2097=-0.2690 .$$

In the program's test of this identity, $T$ is computed from $u'$ and $\varepsilon$ comes from the eigenvalue solver, so the two sides are independent. In electronvolts, $E=-13.03$ and $\varepsilon=-7.32$, against the exact $-13.61$ for both. Relative to the exact value the errors are 4.26% and 46.2%. With exchange alone $E=-0.45708$ and $\varepsilon=-0.24693$, and the gap, $0.21015$, is almost the same. Correlation enters the gap in two small ways that partly cancel here: explicitly through the $-0.00322$, and through the change of the orbital, which raises $U+\tfrac13E_x$ from $0.21015$ to $0.29839-0.08547=0.21292$.

The virial relation checks the components. Scale the orbital as $u_\lambda(r)=\lambda^{1/2}u(\lambda r)$, so $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$. Then $T\to\lambda^2T$, while $V$, $U$ and $E_x$ scale as $\lambda$ (for exchange, $\lambda^4$ from $n^{4/3}$ times $\lambda^{-3}$ from the volume). Correlation becomes $\int n\,e_c(\lambda^3n)\,d^3r$, whose derivative at $\lambda=1$ is $3\int n^2(de_c/dn)\,d^3r=3\int n(v_c-e_c)\,d^3r$. Stationarity at $\lambda=1$ gives

$$2T+V+U+E_x+3\Big(\int\! nv_c\,d^3r-E_c\Big)=0,$$

and indeed $0.93334-0.96565+0.29839-0.25642-0.00966=0$ to the digits shown. With exchange alone it reduces to $E=-T$, and $T=0.45708$.

### A good orbital with a bad level

At self-consistency $\delta E=2\varepsilon\int u\,\delta u\,dr$, which vanishes to first order for a normalised change, so $E$ responds quadratically. The expectation $\langle u|h[n]|u\rangle$ has the same vanishing term plus $\int u^2\,\delta v\,dr$ from the change of the potential, which is linear. The program moves the orbital a little towards $u_0$ and doubles the step: the change of $E$ grows by the factor 3.999 and that of $\langle h\rangle$ by 2.008. Going from the exact to the self-consistent density lowers $E$ by $0.00099$ and $\langle h\rangle$ by $0.01119$. These are about 4% of the energy residue $0.04446-0.02218=0.0223$ and about 5% of the eigenvalue residue $0.26762-0.02545=0.242$, so relaxation repairs neither.

The spurious potential is $s(r)=v_H+v_{xc}$, which would be zero for the exact functional. At $r=0.1,1,2,4,8$ bohr it equals $0.145$, $0.255$, $0.220$, $0.172$, $0.116$. Weighted with $u^2$, its mean is $0.2300$ and its standard deviation $0.0247$. That the spread is this small is a numerical finding for this atom, not a theorem. Its consequences can be derived. With $h_0=-\tfrac12d^2/dr^2-1/r$, the eigenvalue is $\varepsilon=(T+V)+\bar s=-0.4990+0.2300=-0.2690$, so nearly the whole error of the level is the mean of $s$. For the orbital, write $u=Su_0+\chi$ with $\chi$ orthogonal to $u_0$, so $\|\chi\|^2=1-S^2$. Since $(h_0+\tfrac12)u_0=0$, the Kohn–Sham equation reads

$$(h_0+\tfrac12)\chi=(\varepsilon+\tfrac12-s)\,u .$$

On s functions orthogonal to $u_0$ the operator on the left is at least $-\tfrac18+\tfrac12=\tfrac38$. The squared norm on the right is the variance of $s$ plus $(\varepsilon+\tfrac12-\bar s)^2=(0.0010)^2$, which is negligible beside $(0.0247)^2$. Therefore $\|\chi\|\le0.0247/0.375=0.066$. The computed overlap $S=0.99882$ gives $\|\chi\|=0.049$, within the bound. The mean of $s$ moves the level, and only its spread distorts the orbital.

### The energy as an average of eigenvalues

Let $E(f)$ be the self-consistent energy at occupation $f$. The orbital depends on $f$, but $E$ is stationary in the normalised orbital, so only the explicit dependence counts. With $\partial n/\partial f=u^2/(4\pi r^2)$,

$$\frac{dE}{df}=\int\!\tfrac12u'^2dr-\int\!\frac{u^2}{r}dr+\int\!(v_H+v_{xc})u^2dr=\varepsilon(f),$$

which is Janak's theorem. As $E(0)=0$, $E(1)=\int_0^1\varepsilon(f)\,df$. The total energy is the average of $\varepsilon(f)$ over the filling of the orbital, and the eigenvalue of the atom is the endpoint of the curve. The program tests both statements: a finite difference gives $dE/df=-0.26902$ at $f=1$, and quadrature gives $\int_0^1\varepsilon\,df=-0.47871$.

For the exact ensemble (an atom with probability $f$, a bare proton otherwise) $E=-f/2$ is a straight line, and average and endpoint coincide. In LSDA $v_H\propto f$ and $v_x\propto f^{1/3}$, so with the orbital frozen at $u_0$ and exchange only,

$$\varepsilon(f)=-\tfrac12+2Uf+\tfrac43E_xf^{1/3},$$

where $U$ and $E_x$ are the values at $f=1$. At small $f$, where the perturbation is weak, the $f^{1/3}$ term is the leading shift; relaxation of the orbital adds a term of order $f^{2/3}$, which the frozen formula omits. The program tests the leading shift at $f=0.001$ against the self-consistent exchange-only value. Because $f^{1/3}\gg f$ at small $f$ and $E_x<0$, the level first falls below $-\tfrac12$ and later rises. The self-consistent LSDA values show this shape:

| $f$ | $\varepsilon(f)$ | $E(f)$ |
|---|---|---|
| 0.001 | $-0.5435$ | $-0.0005$ |
| 0.1 | $-0.6281$ | $-0.0614$ |
| 0.25 | $-0.5926$ | $-0.1535$ |
| 0.5 | $-0.4905$ | $-0.2894$ |
| 0.75 | $-0.3781$ | $-0.3980$ |
| 1 | $-0.2690$ | $-0.4787$ |

$E(f)$ is concave near $f=0$, where $\varepsilon$ falls, and convex once $\varepsilon$ rises. The good total energy comes from a cancellation between overbinding at small $f$ and underbinding at large $f$. For an ionisation energy, the difference $E(0)-E(1)=0.479$ profits from this cancellation and $-\varepsilon(1)=0.269$ does not.

The LSDA total energy of hydrogen is good while the 1s eigenvalue, $-0.269$ hartree, is poor, because the self-interaction terms enter the two with different factors. What remains is the question of the empty levels, which depends on the far tail of the potential.
